# Conformal oxide height maps from point seeds by periodic distance transform

## Result

Let oxide nucleate at point seeds on an otherwise inert plane. If all seeds start together and the surface advances along its normal by $g$ per deposition cycle, then after $n$ cycles the growth radius is $R=ng$ and the height above the plane is

$$h(\mathbf r)=\sqrt{R^2-d(\mathbf r)^2}\quad (d\le R),\qquad \text{bare plane}\quad (d>R).\tag{1}$$

Here $d(\mathbf r)$ is the distance in the plane from $\mathbf r$ to the nearest seed, periodic images included. One distance map therefore serves every cycle. The film closes when $R$ reaches the covering radius $\rho=\max_{\mathbf r} d(\mathbf r)$. For a square array of spacing $a$,

$$\rho=\frac{a}{\sqrt2}.\tag{2}$$

At $R=\rho$ the last hole has shrunk to a point where the oxide has zero thickness. Closure is thus the start of a continuous dielectric, and a minimum thickness $t$ needs the larger radius $R=\sqrt{a^2/2+t^2}$.

## Why the height is an envelope of half-balls

The plane is assumed neither to supply new nuclei nor to hinder the spreading of an island's edge. An isolated seed then gives a half-ball of radius $R$. Let $F_R$ be the union of these half-balls. Growth by a further $\delta$ adds every point above the plane that lies within $\delta$ of $F_R$, and the result must be shown to be $F_{R+\delta}$.

If a point $q$ is within $\delta$ of some point of $F_R$, the triangle inequality puts it within $R+\delta$ of a seed, so it belongs to $F_{R+\delta}$. Conversely, let $q$ lie at distance $r$ from a seed $s$, with $R<r\le R+\delta$. The point $s+(R/r)(q-s)$ lies on the half-ball of radius $R$ and is $r-R\le\delta$ away from $q$. The connecting segment stays above the plane. Hence the two sets agree, before and after islands merge.

Above $\mathbf r$, a seed at lateral distance $d_i\le R$ fills the oxide up to $\sqrt{R^2-d_i^2}$. The highest of these values belongs to the smallest $d_i$, which gives equation (1).

This was tested by rolling a ball of radius 20 pixels over a film with $R=40$ pixels and seed spacing 100 pixels. The islands merge during this step. The rolled surface nowhere exceeded the direct map at $R=60$. It fell short by at most 0.037 pixel where $d<48$ pixels, a loss due to placing the ball at sampled points.

## The periodic distance transform

Take an $N\times N$ grid of sample points with pitch $p$, and measure lengths in pixels. Let $f(x',y')=0$ at a seed and $\infty$ elsewhere. With $k,l$ running over the integers,

$$D^2(x,y)=\min_{x',y',k,l}\left[(x-x'-kN)^2+(y-y'-lN)^2+f(x',y')\right].$$

The first square does not contain $y'$ or $l$, so the minimum over these two can be taken first:

$$G(x',y)=\min_{y',l}\left[(y-y'-lN)^2+f(x',y')\right],$$
$$D^2(x,y)=\min_{x',k}\left[(x-x'-kN)^2+G(x',y)\right].\tag{3}$$

Both passes are the same one-dimensional problem: find the lowest of the parabolas $P_q(x)=(x-q)^2+f_q$. For $q>v$, expansion gives

$$P_q-P_v=-2x(q-v)+(f_q+q^2)-(f_v+v^2)=-2(q-v)(x-s),$$
$$s=\frac{(f_q+q^2)-(f_v+v^2)}{2(q-v)}.\tag{4}$$

The newer parabola $q$ is therefore lower to the right of $s$. Scan $q$ from left to right and store each surviving apex with the point where its interval begins. If $s$ does not exceed the beginning of $v$'s interval, that interval has become empty and $v$ is removed.

Three copies of the line, at positions $-N$ to $2N-1$, are enough. For $0\le x<N$, the nearest image of any apex is at most $N/2$ away and lies in this range. The other copies are genuine images and cannot produce a false minimum.

```
LINE(f[0..N-1]):
    apex = [], start = []
    for q = -N .. 2N-1:
        if f[q mod N] is EMPTY: continue
        s = -infinity
        while apex is not empty:
            v = last(apex)
            s = crossing of q and v        # equation (4)
            if s > last(start): break
            remove last apex and last start
        append q to apex, s to start
    if apex is empty: return N copies of EMPTY
    k = 0
    for x = 0 .. N-1:
        while k+1 < length(apex) and start[k+1] < x: k = k+1
        v = apex[k]
        out[x] = (x-v)^2 + f[v mod N]
    return out

HEIGHT(seeds, N, p, R):
    reject an empty seed list
    f = EMPTY everywhere
    for each seed: f[round(seed/p) mod N] = 0
    apply LINE to every row, then to every column
    d2 = p^2 * f
    h = sqrt(max(R^2 - d2, 0)),  bare = (d2 > R^2)
```

The rounding in `HEIGHT` acts on both coordinates. The separate `bare` mask is needed because $h=0$ also occurs at an island's edge. Integer squared distances from this transform agreed with an explicit minimum over wrapped seed–pixel pairs on three small grids, two of them not square.

### Cost and arithmetic

Every computed crossing either ends an insertion or removes an older parabola. Each parabola is inserted once and removed at most once, so a line with at most $3N$ insertions needs at most $6N$ crossings. There are $N$ lines in each of two passes, hence at most $12N^2$ crossings, or 12 per pixel. The final walk along each line is also linear, so time and memory both scale as $N^2$, whatever the number of seeds.

Two random arrays of equal seed density needed 0.77 crossings per pixel for $N=80$ with 16 seeds, and 1.63 for $N=160$ with 64 seeds. The increase does not contradict linear scaling. The second pass inserts parabolas only for rows that contain a seed, and the mean number of seeds per row rose from 0.2 to 0.4. Once all rows are occupied this source of growth is exhausted, and the bound of 12 holds throughout.

Squared distances remain integers, so the two passes accumulate no rounding error. The crossing is a quotient, but at a tie both parabolas give the same distance. For closure decisions it is safest to compare integers: converting an exact equality $d=R$ into floating-point lengths can create a false pinhole.

## Closure of the square array

Place a seed at the origin of its Voronoi cell, the region closer to it than to any other seed. For the square array this is $|x|\le a/2$, $|y|\le a/2$, so

$$d^2=x^2+y^2\le\frac{a^2}{4}+\frac{a^2}{4}=\frac{a^2}{2}.$$

Equality holds at the corners, which proves equation (2). On the grid let $a=mp$. If $m$ is even, the corner is a sample point and the largest squared distance is the integer $m^2/2$. If $m$ is odd, the farthest sample has both coordinates equal to $(m-1)/2$, and the sampled radius is too small by the factor $(m-1)/m$. For $m=15$ this factor is 0.9333.

Periodicity matters equally. With one seed at the corner of a 10 nm cell of $400\times400$ pixels, a transform without wrapping gives a largest distance of 14.107 nm. The periodic transform gives 7.0711 nm.

### A missing seed

Remove the seed at the origin. By symmetry consider $0\le y\le x\le a/2$ in its former cell. The neighbour at $(a,0)$ gives

$$d^2\le(a-x)^2+y^2\le(a-x)^2+x^2=a^2-2x(a-x)\le a^2.$$

At the vacant site itself the four nearest seeds are at distance $a$, so equality is reached. Outside the former cell of the missing seed, every point keeps its nearest seed and $d\le a/\sqrt2$ still holds. One vacancy therefore raises the closure radius from $a/\sqrt2$ to $a$. A seed that merely starts late covers no less than a missing one and no more than a punctual one, so its closure radius lies between these values.

## Arbitrary seeds and grid error

Rounding moves a seed by at most half a pixel diagonal, $\varepsilon=p/\sqrt2$. Each seed distance then changes by at most $\varepsilon$, and so does their minimum:

$$|\Delta d|\le\varepsilon.$$

Heights are more sensitive. Set $c=\min(d,R)$, so that $h=\sqrt{R^2-c^2}$ with $h=0$ on bare plane; $c$ also changes by at most $\varepsilon$. For nonnegative $A,B$,

$$(\sqrt A-\sqrt B)^2\le|\sqrt A-\sqrt B|(\sqrt A+\sqrt B)=|A-B|.$$

With $A=R^2-c_1^2$ and $B=R^2-c_2^2$, this yields

$$|\Delta h|\le\sqrt{|c_1-c_2|(c_1+c_2)}\le\sqrt{2R\varepsilon}.\tag{5}$$

The square root comes from the vertical island edge. In a closed film whose height is at least $t$ in both maps, division by $h_1+h_2\ge2t$ gives the milder bound $|\Delta h|\le R\varepsilon/t$.

Let $M$ be the largest distance in the map from rounded seeds. At that pixel the true distance is at least $M-\varepsilon$. In the other direction, the true farthest point has a pixel within $\varepsilon$, and rounding the seeds costs at most another $\varepsilon$. Therefore

$$M-\varepsilon\le\rho\le M+2\varepsilon.\tag{6}$$

A film of arbitrary seeds can be declared closed when $R\ge M+2\varepsilon$. It is certainly open when $R<M-\varepsilon$. Between these limits the map does not decide. A finer grid narrows the interval, while the Voronoi vertices of the unrounded seeds give $\rho$ without a grid.

Six sets of 16 random off-grid seeds in a 40 nm box, with $p=0.25$ nm, tested these bounds. The largest distance error was 0.165 nm against a bound of 0.177 nm. At $R=8$ nm the largest height error was 1.56 nm against 1.68 nm, although the seeds had moved by less than 0.18 nm. The map's closure radius differed by at most 0.12 nm from that found at the Voronoi vertices of the unrounded seeds.

## Before and after closure

For $R\le a/2$ the islands are separate and the covered fraction is $\theta=\pi R^2/a^2$. For $a/2\le R\le a/\sqrt2$, each disc loses four circular segments at the sides of its cell. A segment is a sector of half-angle $\arccos(a/2R)$ minus a triangle, so

$$\theta=\frac{1}{a^2}\left\{\pi R^2-4\left[R^2\arccos\frac{a}{2R}-\frac a2\sqrt{R^2-\frac{a^2}{4}}\right]\right\}.\tag{7}$$

The segments do not overlap until they meet at the cell corners, which is the moment of closure.

Just before it, let $w=\rho-R\ll\rho$ and let $u,v$ be coordinates along the two diagonals through the hole. The four seed distances are $\rho\pm u$ and $\rho\pm v$ to first order. All exceed $R$ when $|u|<w$ and $|v|<w$. The hole is a small square of area $4w^2$, one per cell, so $1-\theta\simeq4w^2/a^2$.

After closure the thinnest spot has

$$t_{\min}=\sqrt{R^2-a^2/2}=\sqrt{(R-\rho)(R+\rho)}.\tag{8}$$

It grows at the rate $dt_{\min}/dR=R/t_{\min}$, which is large just after closure and tends to one for thick films. Since $\langle x^2\rangle=\langle y^2\rangle=a^2/12$ over the cell, $\langle h^2\rangle=R^2-a^2/6$. For $R\gg a$, $h\simeq R-d^2/2R$. The variance needed is

$$\operatorname{var}(d^2)=2\left(\frac{a^4}{80}-\frac{a^4}{144}\right)=\frac{a^4}{90},$$

and the rms roughness becomes

$$\sigma_h\simeq\frac{1}{2R}\frac{a^2}{\sqrt{90}}=\frac{a^2}{6\sqrt{10}\,R}.\tag{9}$$

Conformal growth smooths the film, but once $R\gg a$ only as $1/R$. At $R=5a$ with $a=10$ nm, the map gives 0.1058 nm and equation (9) gives 0.1054 nm.

## Aluminium oxide on MoS2

The basal plane of MoS2 has no dangling bonds, which is why seeds are needed. Take rough values $a=10$ nm and $g=0.10$ nm per cycle for aluminium oxide deposited near 473 K. Temperature enters only through the choice of $g$.

The map with $p=0.025$ nm has a largest squared distance of 80000 pixels squared, so $\rho=0.025\sqrt{80000}=7.071$ nm. Since $\rho/g=70.7$, cycle 71 is the first closed one. At cycle 70 the bare fraction is $2.0\times10^{-4}$ and the hole measures $2w=0.14$ nm across, along the lines joining it to the seeds. This is below the MoS2 lattice constant, roughly 0.316 nm, so the continuum model cannot resolve the last cycle of closure.

At cycle 90, $R=9$ nm and $t_{\min}=\sqrt{81-50}=5.57$ nm. The mean height is 7.99 nm and the rms roughness 0.68 nm. Halving the number of pixels per side changes either by less than $10^{-4}$ nm.

### Use as a gate oxide

Let 1 V drop across the oxide. Along the vertical line through the thinnest spot the average field is $V/t_{\min}$, with 1 V/nm equal to 10 MV/cm. The peak field is higher, because the electrode fills a pointed dimple there. For an ideally sharp tip the continuum field has no finite peak, so its real value depends on how the tip is rounded.

For tunnelling, take a barrier $\phi=2.5$ eV and a mass $m$ of 0.3 electron masses, both rough. In a uniform field the WKB transmission is $e^{-S}$. Substituting $u=\phi-eVx/t$ gives, for $eV<\phi$,

$$S=\frac{2}{\hbar}\int_0^t\sqrt{2m\left(\phi-\frac{eVx}{t}\right)}\,dx=\frac{4\sqrt{2m}\,t}{3\hbar eV}\left[\phi^{3/2}-(\phi-eV)^{3/2}\right].$$

| Cycle | $t_{\min}$ (nm) | Average field (MV/cm) | $e^{-S}$ |
|---|---|---|---|
| 71 | 0.64 | 15.6 | $6\times10^{-3}$ |
| 75 | 2.50 | 4.0 | $3\times10^{-9}$ |
| 80 | 3.74 | 2.7 | $1\times10^{-13}$ |
| 90 | 5.57 | 1.8 | $7\times10^{-20}$ |

The average field falls below a rough breakdown value of 8 MV/cm at cycle 72. That is no safe design point, since the peak field is higher and the thinnest spot is only about 1.4 nm thick. The transmission factors are not leakage currents: traps are omitted, and at 0.64 nm neither a continuum barrier nor WKB is dependable. They are also very sensitive to the rough inputs. At cycle 90, a mass of 0.2 electron masses instead of 0.3 raises the factor about 3000 times, and a mass of 0.4 lowers it about 900 times. The table further assumes a uniform field. If both electrodes are ideal conductors and the dimple is sharp, the field concentrates at its tip. Taking the same one-dimensional WKB integral along the vertical line through the tip, with the potential from Laplace's equation and the same barrier at both electrodes, changes the values for cycles 75 to 90 by a factor of about 2.5 to 3.2, downward for electrons leaving the MoS2 and upward for electrons leaving the gate. This line integral ignores the lateral spreading of the electron wave at the tip.

### What a real surface changes

The growth rate is of the usual size for this oxide, whereas a perfect 10 nm seed array is an idealisation. Real nuclei at defects and step edges are irregular, and this is the assumption whose failure moves the result most among those sized here. For $n$ independent random seeds in a box of side $L$, a given point is missed by one seed with probability $1-\pi R^2/L^2$ if $R<L/2$. The mean bare fraction is therefore

$$\langle1-\theta\rangle=\left(1-\frac{\pi R^2}{L^2}\right)^n.$$

With 64 seeds in an 80 nm box, the density equals that of the square array. At $R=7.071$ nm, where the square array closes, the formula leaves 0.204 of the plane bare. The average of 24 simulated maps is 0.198 with a standard error of 0.005. The mean closure radius of such maps is about 14 nm, roughly twice the ordered value, with a spread of 1 to 1.5 nm between maps. This number belongs to the 80 nm box. On an unlimited plane of the same density, every disc of fixed radius has a nonzero chance of being empty, and among infinitely many separate discs some will be, so no finite radius closes the film.

Other changes, taken one at a time with the remaining inputs fixed, are smaller:

- One missing seed raises the closure radius to 10 nm.
- Half-ball seed particles of radius 0.5 nm give $R=0.5\text{ nm}+ng$ and bring closure forward to cycle 66.
- A growth rate lower by 10% delays closure to cycle 79.
- Moving each seed to its nearest sulfur site shifts it by at most $0.316/\sqrt3=0.18$ nm, the covering radius of that triangular lattice. The closure radius shifts by no more than this.

Nuclei that form on the plane during growth can bring closure forward but cannot delay it. If their positions and starting times matter, a single distance map no longer suffices, because each seed then has its own radius.
